# Temperature Dependence of Ligand-Exchange Enthalpy and Entropy at Constant Heat-Capacity Change

## The situation

In one form of thermal atomic layer etching, one gas turns the surface of a solid into a thin layer of a new compound, and a second gas carries that layer away. For zirconium oxide, the first step can make a fluoride. The second can be the ligand exchange

$$\mathrm{ZrF_4(s)+SiCl_4(g)\rightarrow ZrCl_4(g)+SiF_4(g)} .$$

Fluorine moves from zirconium to silicon, chlorine moves the other way, and zirconium leaves as a gas. Suppose the reaction enthalpy and entropy are known near room temperature, while the reactor runs several hundred kelvin hotter. How do they change on the way?

If the heat-capacity change of the reaction is constant, the enthalpy is linear in temperature and the entropy acquires a logarithm. Two derivations follow: one follows heat, the other counts microscopic motions.

## Conventions

Let $\nu_i$ be the stoichiometric number of species $i$, positive for products and negative for reactants. For any standard quantity $X$,

$$\Delta X=\sum_i \nu_i X_i .$$

Quantities are given per reaction event, with energies in eV. The standard state of a gas is the ideal gas at $p^\circ=1$ bar; that of a solid is the pure solid at the same pressure. A subscript 0 means "at the reference temperature $T_0$", not at absolute zero. Boltzmann's constant is $k$.

The result to be shown is

$$\Delta H(T)=\Delta H_0+\Delta C_p\,(T-T_0),\tag{1}$$

$$\Delta S(T)=\Delta S_0+\Delta C_p\ln\frac{T}{T_0}.\tag{2}$$

## First derivation: following the heat

Take one species at fixed pressure. Its heat capacity is defined by $C_{p,i}=(\partial H_i/\partial T)_p$, so

$$dH_i=C_{p,i}\,dT .$$

For a pure substance $dH=T\,dS+V\,dp$. At fixed pressure the last term vanishes, leaving $dH_i=T\,dS_i$ and therefore

$$dS_i=\frac{C_{p,i}}{T}\,dT .$$

Multiply both equations by $\nu_i$ and sum. The $\nu_i$ are constants, so

$$\frac{d\Delta H}{dT}=\Delta C_p,\qquad \frac{d\Delta S}{dT}=\frac{\Delta C_p}{T}.\tag{3}$$

The first equation is Kirchhoff's law. It compares the direct reaction at $T$ with a detour: bring the reactants from $T$ to $T_0$, let them react there, and bring the products back to $T$. Enthalpy is a state function, so this path gives the same $\Delta H$ as reaction at $T$.

Integrating (3) from $T_0$ to $T$ gives, for any $\Delta C_p(t)$,

$$\Delta H(T)=\Delta H_0+\int_{T_0}^{T}\Delta C_p(t)\,dt,\qquad
\Delta S(T)=\Delta S_0+\int_{T_0}^{T}\frac{\Delta C_p(t)}{t}\,dt .\tag{4}$$

If $\Delta C_p$ is constant, it comes out of both integrals. The remaining integrals are $T-T_0$ and $\ln(T/T_0)$, which proves (1) and (2). The individual heat capacities may vary, provided that their weighted sum does not.

**A phase change.** Equation (4) assumes that each species stays in one phase. Suppose species $i$ melts at $T_t$, between $T_0$ and a higher $T$, absorbing latent heat $L$. Its enthalpy jumps by $L$ and its entropy by $L/T_t$. Above $T_t$ one must add $\nu_iL$ to $\Delta H$ and $\nu_iL/T_t$ to $\Delta S$. The addition to $\Delta H-T\Delta S$ is $\nu_iL(1-T/T_t)$, which starts from zero at $T_t$. The heat-capacity change may also take a new value there.

## What this does to the Gibbs energy

Insert (1) and (2) into $\Delta G=\Delta H-T\Delta S$:

$$\Delta G(T)=\Delta H_0-T\Delta S_0+\Delta C_p\,g(T),\qquad
g(T)=T-T_0-T\ln\frac{T}{T_0}.\tag{5}$$

The derivative of $g$ is

$$g'(T)=1-\ln\frac{T}{T_0}-1=-\ln\frac{T}{T_0}.$$

It is positive below $T_0$ and negative above, so $g$ has its maximum at $T_0$, where it is zero. Hence $g\le 0$, and a negative $\Delta C_p$ raises $\Delta G$ on both sides of $T_0$.

Near $T_0$, write $u=(T-T_0)/T_0$. Then

$$T\ln\frac{T}{T_0}=T_0(1+u)\left(u-\frac{u^2}{2}+\dots\right)
=T_0\left(u+\frac{u^2}{2}+\dots\right),$$

and, since $T-T_0=T_0u$,

$$g(T)\approx-\frac{T_0u^2}{2}=-\frac{(T-T_0)^2}{2T_0}.\tag{6}$$

The linear terms have cancelled. Correcting the enthalpy without the entropy would therefore leave a spurious first-order error in $\Delta G$.

The equilibrium constant follows from $\ln K=-\Delta G/kT$:

$$\ln K(T)=-\frac{\Delta H_0}{kT}+\frac{\Delta S_0}{k}-\frac{\Delta C_p}{k}\left(1-\frac{T_0}{T}-\ln\frac{T}{T_0}\right).$$

At $T_0$ the bracket vanishes, so $\ln K_0=-\Delta H_0/kT_0+\Delta S_0/k$. Subtraction removes $\Delta S_0$:

$$\ln\frac{K}{K_0}=\frac{\Delta H_0}{k}\left(\frac1{T_0}-\frac1T\right)
+\frac{\Delta C_p}{k}\left(\ln\frac{T}{T_0}+\frac{T_0}{T}-1\right).\tag{7}$$

The first term is a straight line when $\ln K$ is plotted against $1/T$. The second bends it.

## Second derivation: counting the motions

Now start from molecules and let the heat capacity be a result. Assume ideal gases of nonlinear molecules, one nondegenerate electronic state per species, rigid rotation, harmonic vibrations, and a temperature high enough for all motion to be classical.

In classical statistics, an energy term $\alpha y^2$, with $y$ a momentum or a coordinate, contributes the factor

$$\int_{-\infty}^{\infty}e^{-\alpha y^2/kT}\,dy=\sqrt{\frac{\pi kT}{\alpha}}\propto T^{1/2}$$

to the partition function. The powers of $T$ can therefore be counted:

- Translation has three momenta and gives $T^{3/2}$.
- Rotation of a nonlinear molecule has three angular momenta and gives $T^{3/2}$. Orientation adds a constant factor.
- Each vibration has one momentum and one coordinate and gives $T$.

For $M$ identical gas molecules with single-molecule partition function $q$, the free energy is $F=-kT\ln(q^M/M!)$. With Stirling's formula, $\ln M!\approx M\ln M-M$, the Gibbs energy per molecule is

$$\mu=\left(\frac{\partial F}{\partial M}\right)_{T,V}=-kT\ln\frac{q}{M}.$$

Translation makes $q$ proportional to the volume $V$, and at fixed pressure $V/M=kT/p^\circ$. This supplies one more power of $T$. A molecule of $N$ atoms has $3N-6$ vibrations, so the total power is

$$a=\frac32+\frac32+1+(3N-6)=3N-2 .$$

A large crystal has $3N$ vibrations per formula unit of $N$ atoms. Its small $pV$ term is neglected, and $a=3N$.

For every species, then,

$$\mu_i(T)=e_i-kT\left[a_i\ln\frac{T}{T_0}+b_i\right],$$

where $e_i$ is the energy at the potential minimum and $b_i$ collects masses, moments of inertia, vibrational energies and pressure. Neither depends on $T$. Summing with $\nu_i$,

$$\Delta G=\Delta e-kT\left[\Delta a\ln\frac{T}{T_0}+\Delta b\right].$$

The entropy is minus the temperature derivative at fixed pressure. The product rule gives

$$\Delta S=-\frac{d\Delta G}{dT}=k\left[\Delta a\ln\frac{T}{T_0}+\Delta b\right]+k\,\Delta a .$$

In $\Delta H=\Delta G+T\Delta S$ the square brackets cancel:

$$\Delta H=\Delta e+k\,\Delta a\,T .$$

At $T_0$ these become $\Delta S_0=k(\Delta a+\Delta b)$ and $\Delta H_0=\Delta e+k\,\Delta a\,T_0$. Eliminating $\Delta b$ and $\Delta e$,

$$\Delta H=\Delta H_0+k\,\Delta a\,(T-T_0),\qquad
\Delta S=\Delta S_0+k\,\Delta a\ln\frac{T}{T_0}.$$

These are (1) and (2), with $\Delta C_p=k\,\Delta a$. The value follows as well. Atoms are conserved, so the $3N$ terms cancel between reactants and products. What remains is $-2$ for each gas molecule:

$$\Delta C_p=-2k\,\Delta n_{\rm gas},\tag{8}$$

where $\Delta n_{\rm gas}$ is the net number of gas molecules formed. Each extra gas molecule exchanges six vibrations, worth $6k$, for translation, rotation and the pressure term, worth $4k$.

This was tested with explicit sums over box, rotor and oscillator levels. With all vibrational energies of the example below reduced to one hundredth, numerical derivatives of the summed free energy at 220, 450 and 623.15 K agreed with (1), (2) and (8) within $5\times10^{-5}$ eV for enthalpy and $2\times10^{-7}$ eV/K for entropy.

**Vibrations that are not classical.** A quantum oscillator with level spacing $\varepsilon$ has mean energy $\varepsilon/2+\varepsilon/(e^x-1)$, where $x=\varepsilon/kT$. Since $dx/dT=-x/T$ and $\varepsilon/T=kx$, its heat capacity is

$$c(x)=\frac{\varepsilon\,e^x}{(e^x-1)^2}\,\frac{x}{T}=k\,\frac{x^2e^x}{(e^x-1)^2}.\tag{9}$$

For small $x$ it approaches the classical value $k$. For large $x$ it falls as $kx^2e^{-x}$: the vibration is frozen. In between, heat capacities vary with temperature and (8) need not hold.

## What each derivation assumes

Both use equilibrium thermodynamics at fixed pressure and follow each species within one phase. They differ in where the constant comes from.

The first assumes that $\Delta C_p$ is constant and says nothing about its size or sign. It needs no molecular model, and its general form (4) survives when $\Delta C_p$ varies.

The second assumes much more: classical, harmonic, rigid-rotor motion. In return it proves the constancy and supplies (8). Its conditions are sufficient, not necessary, because frozen contributions on the two sides can offset each other.

The laws cannot be continued to absolute zero. For negative $\Delta C_p$, equation (2) would make $\Delta S$ grow without bound as $T\to0$, where the classical power laws have already failed.

## Worked example

Take rough typical inputs for the zirconium reaction at $T_0=298.15$ K: $\Delta H_0=0.90$ eV and $\Delta S_0=2.20$ meV/K. The process temperature is 350 °C, or $T=623.15$ K. The inputs are treated as exact below, and the extra digits are kept only so that the arithmetic can be followed; they do not express the accuracy of the model.

Heat capacities at $T_0$ come from (9), with $4k$ added for each gas. The vibrational energies are rounded, rough values, with the number of modes in brackets:

- SiCl₄: 55 (1), 20 (2), 75 (3), 25 (3) meV; $C_p=10.910k$
- SiF₄: 100 (1), 35 (2), 130 (3), 50 (3) meV; $C_p=8.742k$
- ZrCl₄: 45 (1), 10 (2), 50 (3), 15 (3) meV; $C_p=11.879k$
- ZrF₄ solid: 65 (4), 30 (5), 15 (6) meV; $C_p=12.709k$

Products minus reactants give

$$\frac{\Delta C_p}{k}=8.742+11.879-10.910-12.709=-2.998,$$

or $\Delta C_p=-0.2583$ meV/K, which is now held constant. The classical value (8) is $-2k=-0.1723$ meV/K. The extra $-k$ is what remains of partly frozen vibrations on both sides: the products lie $4.26k$ (SiF₄) and $1.12k$ (ZrCl₄) below their classical values, the reactants $2.09k$ (SiCl₄) and $2.29k$ (ZrF₄). Being a small difference, it is sensitive to the inputs: changing the rounded energies by up to 2.5 meV moves $\Delta C_p$ by about $\pm0.3k$.

With $T-T_0=325$ K and $\ln(T/T_0)=0.7372$,

$$\Delta H=0.9000-0.0840=0.8160\ \text{eV},$$

$$\Delta S=2.2000-0.1904=2.0096\ \text{meV/K}.$$

These are 78.7 kJ/mol and 193.9 J/(mol K). In $\Delta G$ the enthalpy correction is $-0.0840$ eV and the entropy correction $+0.1187$ eV, so their sum is $+0.0347$ eV:

$$\Delta G=-0.4709+0.0347=-0.4362\ \text{eV},$$

or $-42.1$ kJ/mol. Here $g=-134$ K; the quadratic estimate (6) gives $-177$ K, so this temperature step is too large for it.

With $kT=0.0537$ eV, $\ln K$ rises from $-9.50$ at $T_0$ to $8.12$, and $K\approx3.4\times10^3$. Setting $\Delta C_p=0$ with the same $\Delta H_0$ and $\Delta S_0$ would give a $K$ nearly twice as large: the corrected $K$ is $e^{-0.0347/0.0537}\approx0.52$ of the uncorrected one.

**The crossover.** Without the correction, $\Delta G=0$ at $T_1=\Delta H_0/\Delta S_0=409.09$ K. Because $d\Delta G/dT=-\Delta S$, a nearby root satisfies $0\approx\Delta G(T_1)-\Delta S(T_1)(T^*-T_1)$, so

$$T^*\approx T_1+\frac{\Delta C_p\,g(T_1)}{\Delta S(T_1)}=411.34\ \text{K}.$$

A direct root search gives the same value to this precision. The shift is small because $T_1$ is closer to $T_0$, where $g$ is quadratic.

**Process pressures.** An ideal gas at pressure $p$ has $\mu=\mu^\circ+kT\ln(p/p^\circ)$. The driving force is therefore $\Delta G+kT\ln Q$, where $Q$ is the product of $(p_i/p^\circ)^{\nu_i}$ over the gases. For 1 Torr of SiCl₄ and 0.01 Torr of each product, $Q=1.33\times10^{-7}$ and

$$\Delta G+kT\ln Q=-0.4362-0.8501=-1.2863\ \text{eV}.$$

At fixed pressures the added term is proportional to $T$. It changes the reaction entropy by $-k\ln Q$ and leaves $\Delta H$ and $\Delta C_p$ unchanged. These pressures are illustrative, and complete exchange to SiF₄ is an idealisation. The reaction SiF₄ + 3 SiCl₄ → 4 SiCl₃F keeps the numbers of Si–F and Si–Cl bonds, is close to thermoneutral and is favoured by a symmetry factor of 256. In a large excess of SiCl₄ the equilibrium carrier of fluorine is therefore mainly SiCl₃F, and the reaction written with that product has its own $\Delta H_0$, $\Delta S_0$ and $Q$.

## How far the constant can be trusted

The same modes give $\Delta C_p=-0.2331$ meV/K at 623.15 K, about 10% smaller in magnitude than at $T_0$. Yet allowing for the full variation moves $\Delta G$ by only $+0.00009$ eV. From (4), this shift is

$$\int_{T_0}^{T}\left[\Delta C_p(t)-\Delta C_p(T_0)\right]\left(1-\frac{T}{t}\right)dt .$$

The last factor is negative below $T$. A positive shift therefore requires $\Delta C_p$ to become more negative somewhere in the interval before it rises to its final value. The two parts, $+0.0004$ and $-0.0003$ eV, largely cancel, which is particular to these modes and this temperature: changing the rounded energies by up to 2.5 meV spreads the shift over about $\pm0.001$ eV. The trend also depends on the harmonic solid. Tabulated heat capacities of crystalline ZrF₄ rise faster over this interval, roughly from 104 to 124 J/(mol K) against 106 to 120 in the model. With them $\Delta C_p$ becomes more negative with temperature and the shift is a few meV, still about a tenth of the constant-$\Delta C_p$ correction.

In a real etching reactor, the inputs above are rough and the fluoride is a thin surface layer, not bulk ZrF₄. If stronger binding raised $\Delta G$ by an assumed 0.2 eV, $K$ at 623.15 K would fall to 0.024 of its value and the crossover would move to 507 K. That outweighs the whole heat-capacity correction. By rough estimates, thermal expansion of the solid matters at the level of 0.001 to 0.002 eV (for an assumed volume expansion coefficient of $3\times10^{-5}$ K$^{-1}$; the effect scales as its square), and the non-ideality of a gas at 1 Torr at the level of $10^{-6}$ eV. The standard-state crossover is also hypothetical: near 411 K, ZrCl₄ would condense above roughly 0.04 Torr, far below 1 bar. At 350 °C its rough saturation pressure exceeds 1 bar, so the assumed 0.01 Torr stays gaseous. A negative driving force permits the reaction but does not set its rate. The computed values are collected in the numerical output.

## Computed results

```
Reference temperature T0: 298.15 K
Process temperature T: 623.15 K
Input dH0: 0.90 eV
Input dS0: 2.20 meV/K
Modes SiCl4 gas: 55 (x1), 20 (x2), 75 (x3), 25 (x3) meV
Modes SiF4 gas: 100 (x1), 35 (x2), 130 (x3), 50 (x3) meV
Modes ZrCl4 gas: 45 (x1), 10 (x2), 50 (x3), 15 (x3) meV
Modes ZrF4 solid: 65 (x4), 30 (x5), 15 (x6) meV
Cp/k at T0, SiCl4 gas: 10.910
Cp/k at T0, SiF4 gas: 8.742
Cp/k at T0, ZrCl4 gas: 11.879
Cp/k at T0, ZrF4 solid: 12.709
dCp/k at T0: -2.998
dCp at T0, held constant: -0.2583 meV/K
dCp classical limit: -0.1723 meV/K
dCp at T from the modes: -0.2331 meV/K
dG at T0: 0.2441 eV
Enthalpy correction dCp*(T-T0): -0.0840 eV
ln(T/T0): 0.7372
Entropy correction dCp*ln(T/T0): -0.1904 meV/K
-T times entropy correction: 0.1187 eV
g(T): -134.38 K
g(T), quadratic estimate: -177.13 K
dH at T: 0.8160 eV
dH at T, converted: 78.7 kJ/mol
dS at T: 2.0096 meV/K
dS at T, converted: 193.9 J/(mol K)
dG at T with dCp = 0: -0.4709 eV
dG correction from dCp: 0.0347 eV
dG at T: -0.4362 eV
dG at T, converted: -42.1 kJ/mol
kT at T: 0.0537 eV
ln K at T0: -9.500
ln K at T: 8.123
K at T: 3.372e+03
K ratio, with dCp / without: 0.5239
Crossover with dCp = 0: 409.09 K
Crossover, one Newton step: 411.344 K
Crossover, root search: 411.344 K
SiCl4 pressure: 1.00 Torr
Pressure of each product: 0.01 Torr
Reaction quotient Q: 1.333e-07
kT ln Q: -0.8501 eV
Driving force dG + kT ln Q: -1.2863 eV
Neglected: varying dCp, shift of dG: 0.00009 eV
Neglected: solid Cp-Cv, size in dG: 0.00178 eV
Neglected: gas non-ideality, size: 1.4e-06 eV
Rough ZrCl4 saturation at crossover: 0.043 Torr
Rough ZrCl4 saturation at T: 1653 Torr
Assumed surface energy shift: 0.20 eV
Crossover if dG rises by that shift: 507.1 K
K factor for that rise at T: 0.0241
```
